Why diffuse wall re-emission follows the cosine law, not uniform directions

Q: I am simulating radicals in a plasma-etched trench. A radical that survives a wall hit leaves diffusely, with no memory of how it arrived. I therefore draw its direction uniformly over the outward hemisphere. No direction is preferred, so an isotropic gas should stay isotropic.

A: Test the rule where the answer is known: a dilute gas in equilibrium with a wall at the same temperature, with no loss. Let n be the density, v the speed and θ the angle from the wall normal pointing into the gas. How many atoms reach the wall at angle θ?

Q: The gas is isotropic, so a fraction dΩ/(4π) moves within each solid angle dΩ. I would say equal numbers arrive from each.

A: Equal numbers are present, but unequal numbers arrive. In a time dt, the atoms that reach unit area at angle θ come from a slanted column of volume v cosθ dt. The arriving flux per solid angle is therefore

n v cosθ/(4π).

Over the hemisphere,

∫ cosθ dΩ = 2π ∫₀^{π/2} cosθ sinθ dθ = π,

so the total flux is nv/4 and the normalized distribution of arrivals is cosθ/π. Your emission law is 1/(2π). Atoms arrive with one distribution and leave with another.

Q: Must they leave as they arrive? The wall could scramble directions.

A: It may scramble them, but in equilibrium each scattering process must be as frequent as its time reverse. This is detailed balance, and I assume time-reversible surface dynamics. Label an arriving atom by the direction it comes from, so that all directions point into the gas. Let g(v) be the equilibrium speed distribution, and let R be the probability density for leaving with (v,Ω) after arriving with (v',Ω'). Arrivals are weighted by v g(v) cosθ, so

v' g(v') cosθ' R(v',Ω' → v,Ω) = v g(v) cosθ R(v,Ω → v',Ω').

No memory means that R depends on the outgoing state alone, R = P(v,Ω). Dividing by both weights gives

P(v,Ω)/[v g(v) cosθ] = P(v',Ω')/[v' g(v') cosθ'].

The left side depends on one state and the right side on another, so both equal a constant. Normalization fixes it:

P(v,Ω) = [v g(v)/v̄] (cosθ/π),

where v̄ is the mean speed. If the wall keeps the speed and redraws only the direction, the speed factors cancel and cosθ/π remains. Conversely, this P satisfies the balance, so the equilibrium gas is preserved.

For your law, compare arrival at 60° followed by departure along the normal with the reverse process. The rates are in the ratio cos 60° : cos 0° = 1 : 2. They should be equal.

Q: So a redrawn speed also needs care?

A: Yes, it carries the extra factor v. I use atomic units with the temperature T as an energy. A Maxwellian has g ∝ v² exp(−mv²/2T), so emitted speeds follow v³ exp(−mv²/2T). With E = mv²/2, v³ dv is proportional to E dE, and the mean emitted energy is

∫ E² exp(−E/T) dE / ∫ E exp(−E/T) dE = 2T,

not the 3T/2 of atoms in the volume.

For directions, the fraction of emissions with cosine below c is ∫₀^c 2c' dc' = c². Draw a random number u between 0 and 1, set cosθ = √u, and choose the azimuth uniformly. Setting cosθ = u gives your law.

Q: I still find it odd that a uniform spray does not make a uniform gas.

A: The spray is a flux, while isotropy concerns density. Atoms leaving at grazing angles move away from the wall slowly and linger near it. If the wall emits a total flux J, the density per solid angle just above it is

J p(Ω)/(v cosθ).

The cosine law gives J/(πv), the same in all directions. Your law gives J/(2πv cosθ), which overfills the grazing directions.

Q: Suppose the vessel is a sphere. A straight flight meets the wall at the same angle at both ends, so arrivals match departures even under my law. Is it safe there?

A: The wall flux does stay uniform, and any two wall patches exchange equal numbers. The gas inside is still wrong. Take a point at distance xR from the centre of a sphere of radius R, and a line through it at angle α to the radius. The line's distance from the centre is xR sinα = R sinθ. With u now denoting cosα,

cosθ = √(1 − x² + x²u²).

Density per solid angle is constant along a free flight, so your law gives

n(x) = (J/v) ∫₋₁¹ du/√(1 − x² + x²u²)
= [2J/(vx)] arsinh[x/√(1 − x²)]
= (2J/v) artanh(x)/x.

The last step uses tanh y = sinh y/√(1 + sinh² y). In units of J/v, the density is 2.00 at the centre, 3.27 at x = 0.9 and 5.35 at x = 0.99, and it diverges logarithmically at the wall. The cosine law gives 4π × J/(πv) = 4J/v everywhere.

Q: Would that change a radical lifetime?

A: Yes. A flight has length 2R cosθ. With c = cosθ, its mean is

uniform: ∫₀¹ 2Rc dc = R
cosine: ∫₀¹ 2Rc (2c) dc = 4R/3.

At the same speeds, your atoms hit the wall 4/3 times as often. If the loss probability per hit is small, so that the gas stays close to these loss-free states, your radical decay rate is too high by one third.

Q: My trench is not a sphere. What happens there?

A: Take a long straight trench of width w and depth H = Aw. Let s be the direction component along the trench and φ the angle from the wall normal within the cross-section. Then dΩ = ds dφ and cosθ = √(1 − s²) cosφ. Integrating over s gives the in-plane distributions

uniform: (1/2π) ∫₋₁¹ ds = 1/π
cosine: (cosφ/π) ∫₋₁¹ √(1 − s²) ds = (cosφ)/2.

A flight from one side wall to the other shifts the atom by tw in depth, with t = tanφ. Since dφ = dt/(1 + t²), the shift distributions are

uniform: 1/[π(1 + t²)]
cosine: 1/[2(1 + t²)^{3/2}].

Your law has a much heavier tail of long jumps.

Q: Does that break the balance between surfaces, or only spread the atoms differently?

A: It breaks the balance. Give every surface unit flux. From height h on a side wall, the floor fills the angles from arctan(h/w) to π/2, so your law sends it a fraction arctan(w/h)/π. With h = wt, the two side walls together send

(2w/π) ∫₀^A arctan(1/t) dt = (2w/π)[A arctan(1/A) + ½ ln(1 + A²)].

This is integration by parts, using d arctan(1/t)/dt = −1/(1 + t²). For A = 10 it is 2.10w. The floor emits only w in total, so it cannot return that amount.

Under the cosine law, the exchange between two small patches a distance d apart is proportional to cosθ₁ cosθ₂/d², which is symmetric. The side walls send

w ∫₀^A [1 − t/√(1 + t²)] dt = w[1 + A − √(1 + A²)] = 0.950w,

and the floor returns the same.

Q: Then give me numbers for a real trench.

A: Take w = 50 nm and H = 500 nm, with helium as the carrier gas at 20 mTorr and 350 K. Helium serves as the inert equilibrium gas. Its density is 5.52×10¹⁴ cm⁻³, and nv̄/4 = n√(T/2πm) gives a flux of 1.88×10¹⁹ cm⁻² s⁻¹ on an open wall. I quote fluxes relative to that of the open gas, for helium and radicals alike.

Divide the cross-section into strips of width Lᵢ. Let Gᵢ be the flux on strip i, Fᵢⱼ the fraction of its emission that reaches strip j, Sⱼ the direct supply from the mouth and γ the loss probability per hit, equal on all surfaces. Then

Lⱼ Gⱼ = Sⱼ + (1 − γ) Σᵢ Lᵢ Gᵢ Fᵢⱼ.

For γ = 0 and the cosine law, symmetry gives Lᵢ Fᵢⱼ = Lⱼ Fⱼᵢ and Sⱼ = Lⱼ Fⱼₘ, with m the mouth. Setting every G = 1 makes the right side Lⱼ(Fⱼₘ + Σᵢ Fⱼᵢ) = Lⱼ, because everything emitted lands somewhere. Helium therefore strikes every part of the trench at the open-gas rate.

I solved these linear equations numerically for both laws. The supply through the mouth is the same isotropic gas throughout, and floor values are means over the floor width:

γ = 0, cosine: floor 1.00, side-wall mean 1.00
γ = 0, uniform: floor 1.17, side-wall mean 0.42
γ = 0.05, cosine: floor 0.290, side-wall mean 0.385
γ = 0.05, uniform: floor 0.610, side-wall mean 0.259

Under the cosine law the floor flux is nearly flat. Under your law it piles up in the corners, where for γ = 0 it grows as the distance from the corner to the power −1/3. At the centre of the floor your law gives 0.91 for γ = 0 and 0.492 for γ = 0.05.

Q: Why is my side-wall flux so low when nothing is lost?

A: Your walls empty through the mouth too easily. By mirror symmetry, side walls at unit flux send 2.10w out of the mouth, just as they send 2.10w to the floor, while only w enters. Neglecting the small direct return from the floor and treating the side-wall flux as uniform gives 1/2.10 = 0.48. This is only a rough estimate of the solved mean 0.42, because the side-wall flux is not uniform: it is 0.74 at the edge of the mouth, 0.31 at mid-depth and rises again towards the floor corner. The balance fixes its average weighted by the chance of escape, which is 0.46 once the floor return is included.

Q: And the radicals?

A: With γ = 0.05, your mean floor flux is 0.610/0.290 = 2.1 times the cosine result, and 1.7 times at the centre of the floor. If you adjusted γ in your simulation to reproduce the correct mean 0.290, you would infer γ = 0.150, three times the true value; matching the centre instead gives 0.12. At γ = 1 nothing is re-emitted and the laws agree: the floor receives √(1 + A²) − A = 0.050 directly from the mouth.

Q: I could have caught this by checking the mean cosine at the floor. It should be 2/3.

A: That check is weak. I followed 200,000 loss-free trajectories with your law and found 0.676, with a standard error of about 0.0005. The shift of 1.4% is resolved by a sample this large but is easily missed in a small one. Two errors nearly cancel. The mean of √(1 − s²), which measures how little the direction leans along the trench, is π/4 = 0.785 for uniform emission, against 8/(3π) = 0.849 for atoms arriving from an isotropic gas, which are weighted by cosθ. The mean in-plane cosine is about 0.857 (uncertain in the last digit), against π/4 = 0.785. The products are 0.673 and 0.667; the first ignores the few atoms that come straight from the mouth. The mean of s² over atoms reaching the floor is a sharper test: 0.33 in your trench, against 0.25 for arrivals from an isotropic gas. The average must be taken over arrivals, because in the volume of an isotropic gas the mean of s² is 1/3.

Q: Is the cosine law then the only acceptable wall?

A: Only among walls without memory, and for radicals only if the loss probability does not depend on the angle of arrival. If it does, the surviving arrivals are weighted by [1 − γ(θ')] cosθ', and the same balance argument gives emission proportional to [1 − γ(θ)] cosθ. For γ = 0.1 cos²θ, whose mean over arrivals is 0.05, this lowers normal emission relative to grazing emission by about 10%. Specular reflection also satisfies detailed balance, and so does a mixture of the two. Such a mixture leaves the equilibrium gas unchanged but alters radical transport. With 20% specular reflection at γ = 0.05, trajectories give a floor flux of 0.340 ± 0.002 (one standard error), 17% above the purely diffuse value.

Q: How close is your trench to a real one?

A: The dimensions, pressure and temperature are rough values for low-pressure plasma etching. Free flight is a good assumption. A helium atom travels 4H = 2000 nm on average inside the trench, because the content nH per mouth area is renewed by a flux nv̄/4. With a rough atomic diameter of 0.22 nm, the mean free path of helium is 8.4×10⁶ nm. For a fluorine or chlorine atom in the same helium, with rough diameters of 0.30 and 0.36 nm, it is 2 to 4×10⁶ nm, still far longer than the path in the trench. The thermal wavelength is 0.047 nm, so wave effects on the scale of the trench are small, and nλ³ = 6×10⁻¹¹ rules out degeneracy. Surface diffusion is less clearly negligible. For an assumed adsorption energy of 0.30 eV, hop barrier of 0.15 eV and hop length of 0.30 nm, with equal attempt rates, a radical makes about exp(0.15/0.0302) hops before leaving, where 0.0302 eV is the temperature. A random walk covers the hop length times the square root of the number of hops, here 0.30 nm × exp[0.15/(2 × 0.0302)] = 3.6 nm, or 7% of the width. This range is exponentially sensitive to the assumed energies: with the same barrier, an adsorption energy of 0.40 eV gives 19 nm and 0.50 eV gives 99 nm, more than the width, where surface diffusion can no longer be neglected.

The assumption most open to doubt is a single known γ. Loss probabilities vary widely with radical and surface, and an etched floor need not match the side walls. Doubling γ to 0.10 on all surfaces lowers the cosine-law floor flux from 0.290 to 0.169. The factor 2.1 between the two laws also depends on this assumption: with loss-free side walls and a floor γ between 0.05 and 1 it is only 1.18 to 1.25 for the floor mean, and 0.93 to 1.18 at the centre of the floor. Tapered or rough walls would also change the numbers, and I have not estimated by how much.

Q: So I change one line, from cosθ = u to cosθ = √u, and then fit γ again.

A: Yes. With γ set to zero and an isotropic supply, the flux should then equal the open-gas value on every surface, within sampling error.
